# Quadratic Inverse Susceptibility at a Ferroelectric Quantum Critical Point

## What dimensions fix

Let a polarization density $\mathbf P$ in three dimensions have kinetic energy density $\frac m2\dot{\mathbf P}^2$ and soft modes of speed $v$. At a quantum critical point the mode frequency at zero wavevector vanishes at $T=0$, so $\omega=vq$, and thermal motion involves wavevectors $q\sim kT/\hbar v$. A mode of frequency $\omega\sim kT/\hbar$ has variance of order $\hbar/m\omega$, and there are about $q^3$ such modes per unit volume. Hence

$$\langle P^2\rangle_{\rm th}\sim \left(\frac{kT}{\hbar v}\right)^3\frac{\hbar}{m}\,\frac{\hbar}{kT}=\frac{(kT)^2}{\hbar m v^3}.$$

A local quartic energy with coefficient $b$ turns this into an inverse susceptibility $1/\chi\sim b(kT)^2/\hbar mv^3$.

The argument leaves the prefactor open. The combination $b\hbar/m^2v^3$ is dimensionless, so the prefactor can be any function of it, and a short-wavelength cutoff can enter through a logarithm. The power $T^2$ therefore holds over a temperature window in which that logarithm is unimportant. It is not the strict limit $T\to0$.

## The model

The potential energy density is

$$\frac a2P^2+\frac c2(\nabla\mathbf P)^2+\frac b4(P^2)^2,\qquad b>0,\quad c=mv^2,$$

plus the dipolar energy. The latter stiffens the longitudinal branch and leaves two soft transverse branches. The susceptibility is defined by $\mathbf P=\chi\mathbf E$, with $\mathbf E$ the macroscopic field, and $r=1/\chi$. The quartic energy is taken as isotropic, and wavevectors are cut off at $\Lambda$.

In both derivations the state is Gaussian, with transverse frequencies $m\omega_q^2=r+cq^2$. Define

$$y=\frac{\hbar}{kT}\sqrt{\frac rm},\quad x=\frac{\hbar vq}{kT},\quad E_x=\sqrt{x^2+y^2},\quad L=\frac{\hbar v\Lambda}{kT},\quad \lambda=\frac{5b\hbar}{3\pi^2m^2v^3}.$$

Thus $y$ is the soft-mode gap divided by $kT$, and $r=m(kT/\hbar)^2y^2$. If $y$ does not depend on $T$, then $1/\chi\propto T^2$.

## First derivation: averaged forces and thermal phonons

**The closure.** Write $\mathbf P=\bar{\mathbf P}+\mathbf p$ with $\langle\mathbf p\rangle=0$ and $S=\langle p^2\rangle$. The uniform static force balance is $E_i=a\bar P_i+b\langle P^2P_i\rangle$. For Gaussian $\mathbf p$ the third moments vanish, so to first order in $\bar{\mathbf P}$

$$\langle P^2P_i\rangle=S\bar P_i+2\langle p_ip_j\rangle\bar P_j .$$

The fluctuation amplitude cannot change at first order, because it is even under reversal of the field. The pair of transverse modes with direction $\mathbf n=\mathbf q/q$ contributes in proportion to $\delta_{ij}-n_in_j$, whose angular average is $\frac23\delta_{ij}$; the longitudinal branch contributes $n_in_j$, with average $\frac13\delta_{ij}$. Therefore $\langle p_ip_j\rangle=\frac13S\delta_{ij}$ and

$$r=a+\tfrac53bS. \tag{1}$$

Replacing the cubic force on a fluctuation by its average linear part gives the same stiffness, so the $r$ in $\omega_q$ is the $r$ of the response.

**Subtracting the critical point.** Let $G(r,T)$ be the variance of one transverse branch. Then $S=2G+S_{\rm long}$. The longitudinal part is thermally frozen, and its weak dependence on $r$ is neglected, so it only shifts $a$. Criticality means that (1) holds with $r=0$ at $T=0$. Subtracting that condition,

$$r=\tfrac{10}{3}b\,[G(r,T)-G(0,0)]. \tag{2}$$

A harmonic mode has variance $(\hbar/2m\omega)\coth(\hbar\omega/2kT)$. With $\hbar\omega=kTE_x$ and $d^3q/(2\pi)^3=(kT/\hbar v)^3x^2dx/2\pi^2$,

$$G(r,T)-G(0,0)=\frac{(kT)^2}{2\pi^2\hbar mv^3}J,\qquad J=\int_0^L x^2dx\left[\frac{\coth(E_x/2)}{2E_x}-\frac1{2x}\right].$$

Inserting this in (2) and dividing by $m(kT/\hbar)^2$ gives

$$y^2=\lambda J(y,L). \tag{3}$$

Since $\coth(E/2)=1+2/(e^E-1)$, $J=I+Z$ with a thermal and a zero-point part:

$$I=\int_0^\infty\frac{x^2dx}{E_x(e^{E_x}-1)},\qquad Z=\frac12\int_0^L x^2\left(\frac1{E_x}-\frac1x\right)dx.$$

Extending $I$ to infinity costs an amount of order $e^{-L}$, up to powers of $L$.

**The zero-point part.** The elementary integral is

$$\int_0^L\frac{x^2dx}{E_x}=\frac L2\sqrt{L^2+y^2}-\frac{y^2}{2}\operatorname{arsinh}\frac Ly\simeq\frac{L^2}{2}+\frac{y^2}{4}-\frac{y^2}{2}\ln\frac{2L}{y}.$$

Halving it and subtracting $L^2/4$ gives

$$Z=-\frac{y^2}{4}\left[\ln\frac{2L}{y}-\frac12\right].$$

**The thermal part.** At zero gap, $I(0)=\int_0^\infty x\,dx/(e^x-1)=\sum_{k\ge1}k^{-2}=\pi^2/6$. For its dependence on $y$, put $g(E)=1/[E(e^E-1)]$. Because $\partial_yg=(y/x)\partial_xg$, integration by parts gives

$$\frac{dI}{dy}=y\int_0^\infty x\,\partial_xg\,dx=-y\,h(y),\qquad h(y)=\int_0^\infty g(E_x)\,dx.$$

To find $h$ at small $y$, split off the terms singular at small $E$:

$$g(E)=\frac1{E^2}-\frac{e^{-E}}{2E}+\varphi(E).$$

Here $\varphi$ is finite at $E=0$ and falls as $1/E^2$, so its integral may be taken at $y=0$. The first term integrates to $\pi/2y$. The second gives $-\frac12K_0(y)\simeq-\frac12[\ln(2/y)-\gamma]$, with $K_0$ the modified Bessel function and $\gamma$ Euler's constant. For the third, insert a factor $x^s$ with $0<s<1$. The continued Bose integral is $\int_0^\infty x^{s-1}[1/(e^x-1)-1/x]dx=\Gamma(s)\zeta(s)$, so

$$\int_0^\infty\varphi\,dx=\lim_{s\to0}\Gamma(s)\left[\zeta(s)+\tfrac12\right]=\zeta'(0)=-\tfrac12\ln2\pi,$$

where $\zeta(0)=-\frac12$ and $\Gamma(s)\simeq1/s$ were used. Adding the three pieces,

$$h\simeq\frac{\pi}{2y}+\frac12\ln\frac{y}{4\pi}+\frac\gamma2 .$$

Integrating $-yh$ from zero,

$$I\simeq\frac{\pi^2}{6}-\frac{\pi y}{2}-\frac{y^2}{4}\left[\ln\frac{y}{4\pi}-\frac12+\gamma\right].$$

In the sum $I+Z$ the two $\ln y$ terms cancel:

$$J=\frac{\pi^2}{6}-\frac{\pi y}{2}-\frac{y^2}{4}B,\qquad B=\ln\frac L{2\pi}+\gamma-1. \tag{4}$$

**The law.** The cutoff, and with it the remaining temperature dependence, sits in $B$. Neglecting $B$ in (3) leaves

$$y^2+\frac{\pi\lambda}{2}y-\frac{\pi^2\lambda}{6}=0.$$

Its positive root contains no temperature, so

$$\boxed{\frac1\chi=m\left(\frac{kT}{\hbar}\right)^2y_*^2,\qquad y_*=\frac{\pi\lambda}{4}\left[\sqrt{1+\frac{8}{3\lambda}}-1\right].} \tag{5}$$

## Second derivation: variational free energy and imaginary time

**The gap equation from a minimum.** Take a harmonic trial system with local stiffness $r$ and the same gradient, dipolar and kinetic terms. The Gibbs–Bogoliubov inequality bounds the true free energy density by

$$F_{\rm var}=F_0(r)+\frac{a-r}{2}S+\frac b4\langle(p^2)^2\rangle_0 .$$

For an isotropic Gaussian, $\langle(p^2)^2\rangle_0=S^2+2\langle p_ip_j\rangle\langle p_ip_j\rangle=S^2+2\cdot3(S/3)^2=\frac53S^2$. Also $\partial F_0/\partial r=S/2$, since $r$ multiplies $p^2/2$. Thus

$$\frac{dF_{\rm var}}{dr}=\frac S2-\frac S2+\left[\frac{a-r}{2}+\frac{5b}{6}S\right]\frac{dS}{dr}=0,$$

which is (1) again. If the trial state is displaced by a uniform $\bar{\mathbf P}$, the terms of second order in $\bar{\mathbf P}$ are

$$\frac a2\bar P^2+\frac b4\left[2S\bar P^2+4\langle p_ip_j\rangle\bar P_i\bar P_j\right]=\frac12\left(a+\frac53bS\right)\bar P^2.$$

The trial stiffness also changes at order $\bar P^2$, but $F_{\rm var}$ is stationary in it, so the effect on the free energy is of order $\bar P^4$. The static inverse susceptibility is therefore $r$.

**The variance in imaginary time.** In the path integral, $\mathbf P$ is periodic in imaginary time and has frequencies $\omega_n=2\pi nkT/\hbar$, with $n$ any integer. Each Fourier component is a classical Gaussian variable with stiffness $r+cq^2+m\omega_n^2$, so

$$G=kT\sum_n\int\frac{d^3q}{(2\pi)^3}\frac1{r+cq^2+m\omega_n^2}.$$

In the scaled variables the wavevector integral is

$$A(s)=\int_0^L\frac{x^2dx}{x^2+s^2}=L-s\arctan\frac Ls,\qquad s_n=\sqrt{4\pi^2n^2+y^2}.$$

At $T=0$ the sum over $n$ becomes an integral, hence

$$J=\sum_nA(s_n)-\int_{-\infty}^\infty A(2\pi|n|)\,dn.$$

**Zero gap.** The Euler–Maclaurin formula gives $\sum_{n\ge0}f(n)=\int_0^\infty f\,dn+\frac12f(0)-\frac1{12}f'(0)+\dots$. Near $s=0$, $A=L-\pi s/2+s^2/L-\dots$, where the omitted powers are even, so the first derivative is the one odd derivative that survives. Counting positive and negative $n$,

$$J(0)=2\left(-\frac1{12}\right)(2\pi)\left(-\frac\pi2\right)=\frac{\pi^2}{6}.$$

The $T^2$ term is the difference between a sum over discrete frequencies and an integral.

**The static component.** For $n=0$, a gap changes $A(0)$ to $A(y)\simeq L-\pi y/2$. This gives the term $-\pi y/2$. It comes from classical fluctuations, which a gap suppresses at wavelengths beyond $\hbar v/(kTy)$.

**The other components.** For $n\ne0$, expand in $y^2$:

$$A(s_n)-A(2\pi|n|)\simeq\frac{y^2}{2s}A'(s)\Big|_{s=2\pi|n|},\qquad A'(s)=-\arctan\frac Ls+\frac{sL}{L^2+s^2}.$$

With $D(u)=\arctan(1/u)-u/(1+u^2)$, their total is

$$-\frac{y^2}{2\pi}\sum_{n\ge1}\frac1nD\!\left(\frac{2\pi n}{L}\right).$$

Here $D(0)=\pi/2$ and $D'(u)=-2/(1+u^2)^2$. Summation by parts, with $\sum_{k\le n}1/k\simeq\ln n+\gamma$, gives for large $L$

$$\sum_{n\ge1}\frac1nD\simeq-\int_0^\infty D'(u)\left[\ln\frac{uL}{2\pi}+\gamma\right]du
=\frac\pi2\left[\ln\frac L{2\pi}+\gamma\right]+2\int_0^\infty\frac{\ln u\,du}{(1+u^2)^2}.$$

To evaluate the last integral, use

$$\frac{2}{(1+u^2)^2}=\frac1{1+u^2}+\frac{d}{du}\frac{u}{1+u^2}.$$

The first part gives zero under $u\to1/u$; the second gives $-\int_0^\infty du/(1+u^2)=-\pi/2$ by parts. The total is $-(y^2/4)[\ln(L/2\pi)+\gamma-1]$. The three contributions reproduce (4), and (5) follows.

## What each derivation assumes

Both use the same physical approximation, a Gaussian state with one self-consistent stiffness. Their agreement checks the algebra, not the closure. The first assumes that averaged forces describe the response, and shows which phonons act: those with $\hbar\omega\sim kT$. The second assumes a trial state and obtains the response from a bounded free energy. It shows that the three terms of (4) come from frequency discreteness, the static component and the remaining components.

The closure omits the sunset diagram, the second-order term in which a mode scatters into three fluctuations and back. For a single oscillator with unit mass and $\hbar=1$, stiffness 1, quartic coefficient 0.004 and $kT=0.5$, diagonalization shows that the error of the self-consistent inverse susceptibility is 0.977 times this term. In the field problem the correlation length and the thermal length both scale as $1/T$. The static part of the diagram, cut off at the thermal length, therefore changes the prefactor of $T^2$ and not the power.

## Limits

**Weak coupling.** For $\lambda\to0$, $y_*^2\to\pi^2\lambda/6$, and

$$\frac1\chi\to m\left(\frac{kT}{\hbar}\right)^2\frac{\pi^2}{6}\,\frac{5b\hbar}{3\pi^2m^2v^3}=\frac{5}{18}\frac{b(kT)^2}{\hbar mv^3}. \tag{6}$$

The quadratic equation can be written $y_*^2=(\pi^2\lambda/6)(1-3y_*/\pi)$. The correction to (6) is thus of relative order $\sqrt\lambda$, whereas the neglected logarithm is of relative order $\lambda B$. This is why the first is kept and the second dropped.

**Very low temperature.** Keeping $B$ in (3) amounts to replacing $\lambda$ in (5) by

$$\lambda(T)=\frac{\lambda}{1+\lambda B/4}.$$

As $T\to0$, $B\simeq\ln L$ grows without bound and $\lambda(T)\to4/\ln L$. Then $y^2\to2\pi^2/(3\ln L)$, and the unpolarized solution ends in $1/\chi\propto T^2/\ln(1/T)$. The Gaussian closure is not reliable that far down. Its effective quartic coefficient in $\bar P$ falls on cooling and turns negative, near 0.1 K for the worked case below, which is the known tendency of this closure toward a first-order transition. For $L\gg1$, the condition $\lambda|B|/4\ll1$ is sufficient for neglecting the logarithm in (5). The omitted diagrams change the coefficient of this logarithm. The nonstatic part of the sunset diagram also grows as $\ln L$, and in the worked case its drift is at least as large as that of the term kept in (4).

**High temperature.** When $kT$ exceeds the zone-edge energy, each mode has the classical variance $kT/(r+cq^2)$, and the quadratic law gives way to slower growth. An extended, nearly linear range requires weak coupling, so that $\sqrt r$ stays well below $\sqrt c\,\Lambda$. Otherwise $r$ in the denominator soon brings the exponent below 1.

**Off criticality.** If $r=r_0>0$ at $T=0$, equation (3) becomes $y^2=y_0^2+\lambda[I(y)+Z(y)-Z(y_0)]$, where $y_0$ is the zero-temperature gap divided by $kT$. For $y_0\gg1$ the thermal integral is of order $e^{-y_0}$, up to a power of $y_0$, and $\chi$ levels off.

## A worked case

Take round values in the rough regime of strontium titanate: mode strength $\hbar\Omega=200$ meV, defined by $1/m=\varepsilon_0\Omega^2$; $v=7.0$ km/s; $b=7.0\times10^9$ V m⁵/C³; cell edge $d=0.39$ nm; $T=30$ K. The cutoff is $\Lambda=(6\pi^2)^{1/3}/d$. The crystal is assumed to be tuned to criticality, for instance by slight calcium substitution.

The coupling is $\lambda=5b\hbar\varepsilon_0^2\Omega^4/(3\pi^2v^3)=0.2429$. Then $\pi\lambda/4=0.1908$ and $8/(3\lambda)=10.98$, so

$$y_*=0.1908\,(\sqrt{11.98}-1)\approx0.4695.$$

With $kT=2.585$ meV the gap is 1.214 meV. Since $r=m\omega_0^2$, the inverse relative susceptibility is

$$\varepsilon_0r=\left(\frac{\omega_0}{\Omega}\right)^2=\left(\frac{1.214}{200}\right)^2=3.68\times10^{-5},$$

or $\chi/\varepsilon_0\approx27\,000$. Dividing by $(30\ \mathrm K)^2$ gives a $T^2$ coefficient of $4.09\times10^{-8}$ K⁻². The weak-coupling formula (6) gives $6.68\times10^{-5}$; self-consistency multiplies it by $1-3y_*/\pi=0.55$. The power survives although the prefactor nearly halves.

Solving (3) with the logarithm gives 0.906 of the $T^2$ value of $1/\chi$ at 5 K, 0.974 at 30 K and 0.995 at 50 K. The mean exponent from 5 to 50 K is 2.04. It exceeds 2 because $B$ falls, and $\lambda(T)$ rises, on heating.

A cubic lattice with two soft branches and $m\omega^2=r+(4c/d^2)\sum_i\sin^2(q_id/2)$ tests the law without the continuum expansion. Its exponent between 15 and 30 K is 2.08, and its $1/\chi$ is 0.927 and 0.978 of the law at these temperatures. With $b$ reduced fourfold, the 15 K ratio moves to 0.981, as expected for a correction that shrinks with $\lambda$. Between 300 and 600 K the exponent is 1.11. This is a passing value, since the exponent is 1.50 between 150 and 300 K and 0.89 between 600 and 1200 K.

The linear range is narrow. In $E=P/\chi+bP^3$, with $b$ unrenormalized, a 1 percent nonlinearity appears at about 0.10 kV/cm. Fluctuations weaken the effective quartic coefficient. In the self-consistent Gaussian state it is about $0.34\,b$ at 30 K, which raises this field to about 0.17 kV/cm.

## Against a real crystal

Pure strontium titanate does not sit at the critical point: its relative permittivity levels off at roughly 20 000 at low temperature. With that value as $1/(\varepsilon_0r_0)$, the model gives 12 400 at 30 K instead of 27 000, so for a pure crystal detuning is the largest correction listed here. The measured permittivity at 30 K is lower still, roughly 8 000. Simply adding the $T^2$ term to the zero-temperature value would give $5.00\times10^{-5}+3.68\times10^{-5}=8.68\times10^{-5}$, or 11 500. The inputs are themselves rough, and $\lambda$ varies as $\Omega^4/v^3$, so the predicted prefactor is an order-of-magnitude guide.

For a tuned crystal the largest omission estimated here is the sunset diagram. An estimate from its static part, with the gap held fixed, lowers $1/\chi$ by roughly 25 percent at 30 K; the drop is smaller once the gap readjusts. The static estimate depends on its short-distance cut, and halving or doubling that length moves it between about 40 and 16 percent. The diagram with all frequencies, at the same fixed $y$, gives 23 percent at 30 K, 19 percent at 60 K and 27 percent at 15 K. Strain comes next. A polarization along a cube axis induces the shear strain $QP^2(\frac23,-\frac13,-\frac13)$, which lowers the energy by $\frac23\mu Q^2P^4$ and hence $b$ by $\frac83\mu Q^2$. For rough values $\mu=110$ GPa and $Q=0.06$ m⁴/C² this is 15 percent of $b$ if the strain relaxes fully; fluctuations of finite wavelength are partly clamped.

Velocity anisotropy of the form $v^2\propto1+(\sum_in_i^4-\frac35)$ multiplies (6) by 1.055. The longitudinal branch, at 89 meV for a rough electronic permittivity of 5, has thermal occupation near $10^{-15}$, and the $r$ dependence of its zero-point motion matters at the 0.1 percent level. These are values of the one-mode model. The real crystal has several polar modes, with longitudinal energies near 21, 59 and 98 meV, and the lowest has occupation near $3\times10^{-4}$ at 30 K. Cubic anisotropy of the quartic energy, the splitting of the soft modes by the tetragonal distortion of strontium titanate below about 105 K, disorder and domains are not included. The numerical output lists the full set of values.

## Computed values

```
INPUTS (round, rough strontium-titanate regime)
mode strength hbar*Omega = 200 meV
soft-mode velocity = 7.0 km/s
quartic coefficient b = 7.0e+09 V m^5/C^3
cell edge = 0.39 nm; temperature = 30 K
RESULTS OF THE T^2 LAW
thermal energy kT = 2.585 meV
coupling lam = 0.2429 (dimensionless)
gap/kT, y = 0.4695 (dimensionless)
soft-mode gap = 1.214 meV
inverse relative susceptibility = 3.683e-05
relative susceptibility = 27155
T^2 coefficient = 4.092e-08 K^-2
weak-coupling inverse susceptibility = 6.675e-05
full law / weak-coupling law = 0.552
thermal rms polarization, zero-gap modes = 2.54 uC/cm2
field for 1 percent nonlinearity = 0.1024 kV/cm
TABLE: T (K), chi from T^2 law, chi with logarithm, ratio of 1/chi
   5     977577    1078559  0.906
  10     244394     262412  0.931
  20      61099      63789  0.958
  30      27155      27878  0.974
  50       9776       9821  0.995
mean exponent with logarithm, 5 to 50 K = 2.041
LATTICE MODEL
exponent between 15 and 30 K = 2.078
1/chi over T^2 law at 15 K = 0.927
1/chi over T^2 law at 30 K = 0.978
same at 15 K with b/4 = 0.981
exponent between 300 and 600 K = 1.111
CHECK OF THE CLOSURE ON ONE OSCILLATOR
closure error / sunset term = 0.977
NEGLECTED EFFECTS AT 30 K
sunset diagram, rough drop of 1/chi = 25 percent
velocity anisotropy parameter = 1.0 (dimensionless)
its factor on the weak-coupling law = 1.055
shear modulus = 110 GPa (rough)
electrostriction difference = 0.06 m^4/C^2 (rough)
strain softening of b = 15 percent
electronic permittivity = 5 (rough)
longitudinal mode energy = 89.4 meV
longitudinal occupation = 9.4e-16
longitudinal zero-point share = 0.111 percent
detuned crystal: chi at 0 K = 20000 (input)
detuned crystal: chi at 30 K = 12404
```
